# Why the First Part of the Solvation Response Looks Gaussian

**Q:** I excite a dye with a short pulse and follow its emission frequency as the solvent adjusts. The shift begins with a rounded shoulder, not an exponential. What quantity should I use to describe it?

**A:** Use the energy gap $A(q)$, the excited-state energy minus the ground-state energy at solvent coordinates $q$. For a dye whose dipole changes on excitation, $A$ measures the solvent polarization, weighted by the field of the dipole change. I take the solvent as classical, the dye as rigid, and the forces as smooth. With $\delta A=A-\langle A\rangle$ in the ground-state equilibrium, the fluctuations have the correlation function

$$C(t)=\frac{\langle\delta A(0)\,\delta A(t)\rangle}{\langle\delta A^2\rangle}.$$

Your experiment measures the response of the mean gap $\bar A(t)$ after excitation,

$$S(t)=\frac{\bar A(t)-\bar A(\infty)}{\bar A(0)-\bar A(\infty)}.$$

These are different functions, and their connection needs an argument of its own. The fluctuations are the simpler place to start.

**Q:** An exponential starts with a finite slope. Why does $C(t)$ start flat?

**A:** Expand $\delta A(t)$ about $t=0$:

$$\langle\delta A(0)\delta A(t)\rangle=\langle\delta A^2\rangle+t\langle\delta A\dot A\rangle+\tfrac{t^2}{2}\langle\delta A\ddot A\rangle+\tfrac{t^3}{6}\langle\delta A\,\dddot A\rangle+\dots$$

In equilibrium, the average of any quantity taken at a single time is constant. Since $\langle\delta A^2\rangle$ is constant, its derivative $2\langle\delta A\dot A\rangle$ vanishes, and the linear term is gone. Differentiating $\langle\delta A\dot A\rangle=0$ once more gives

$$\langle\dot A^2\rangle+\langle\delta A\ddot A\rangle=0 .$$

The cubic term vanishes too. Constancy of $\langle\delta A\ddot A\rangle$ gives $\langle\delta A\,\dddot A\rangle=-\langle\dot A\ddot A\rangle$, and the right side is $-\tfrac12\,d\langle\dot A^2\rangle/dt=0$. Therefore

$$C(t)=1-\tfrac12\omega_s^2t^2+O(t^4),\qquad \omega_s^2=\frac{\langle\dot A^2\rangle}{\langle\delta A^2\rangle}.$$

The curvature is the mean-square rate of change of the gap divided by its mean-square size.

**Q:** Where do the thermal velocities enter?

**A:** Through the chain rule. For Cartesian coordinates $q_i$ with masses $m_i$ and velocities $v_i$,

$$\dot A=\sum_i v_i\frac{\partial A}{\partial q_i},\qquad
\langle\dot A^2\rangle=\sum_{ij}\langle v_iv_j\rangle\left\langle\frac{\partial A}{\partial q_i}\frac{\partial A}{\partial q_j}\right\rangle .$$

The average factorizes because classical equilibrium velocities are independent of positions, however strongly the molecules interact. The Maxwell distribution gives $\langle v_iv_j\rangle=\delta_{ij}kT/m_i$, so

$$\omega_s^2=\frac{kT}{\langle\delta A^2\rangle}\sum_i\frac{1}{m_i}\left\langle\left(\frac{\partial A}{\partial q_i}\right)^2\right\rangle .$$

At first, each molecule moves with the velocity it already has. Forces have had no time to change that velocity, but they have already shaped the distribution of positions, and so the denominator.

**Q:** That is a parabola. What makes it a Gaussian?

**A:** Nothing at this order. The function $e^{-\omega_s^2t^2/2}$ has the right curvature, but so does $\cos\omega_st$, which is the correlation function of a gap linear in one harmonic coordinate. The next term tells them apart. Constancy of $\langle\delta A\,\dddot A\rangle$ gives $\langle\delta A\,\ddddot A\rangle=-\langle\dot A\,\dddot A\rangle$, and constancy of $\langle\dot A\ddot A\rangle$ turns this into $+\langle\ddot A^2\rangle$. With $x=\omega_st$,

$$C=1-\frac{x^2}{2}+\frac{\kappa x^4}{24}-\dots,\qquad \kappa=\frac{\langle\ddot A^2\rangle\langle\delta A^2\rangle}{\langle\dot A^2\rangle^2}.$$

Using $\ln(1+y)=y-y^2/2+\dots$, the fourth-order part of the logarithm is $\kappa x^4/24-x^4/8$, so

$$\ln C=-\frac{x^2}{2}+\frac{(\kappa-3)x^4}{24}+\dots$$

A Gaussian needs $\kappa=3$ at this order. The cosine has $\kappa=1$.

**Q:** Is there a solvent motion that does give a Gaussian?

**A:** Yes: free rotation in a plane. Let a dipole at angle $\phi$ contribute $A\propto\cos\phi$, with $\phi(t)=\phi_0+\Omega t$. Averaging $\cos\phi_0\cos(\phi_0+\Omega t)$ over a uniform $\phi_0$ leaves $\tfrac12\cos\Omega t$. Dividing by the value at $t=0$ and averaging over the thermal distribution of $\Omega$ gives

$$C(t)=\sqrt{\frac{I}{2\pi kT}}\int_{-\infty}^{\infty}e^{-I\Omega^2/2kT}\cos(\Omega t)\,d\Omega=e^{-kTt^2/2I},$$

where $I$ is the moment of inertia. The integral follows by writing the cosine as the real part of $e^{i\Omega t}$ and completing the square. Here the Gaussian in time is the Fourier transform of the Gaussian in velocity: fast and slow rotors lose step with one another.

**Q:** My molecules rotate in three dimensions.

**A:** Then consider a free symmetric top with its dipole $\mathbf u$ along the figure axis. Let $I$ be the inertia for turning that axis and $I_a$ the inertia about it. The angular momentum $\mathbf L$ is constant and $\dot{\mathbf u}=\mathbf L\times\mathbf u/I$, so $\mathbf u$ precesses about $\mathbf L$ at the rate $L/I$. Split $\mathbf L$ into $L_3$ along $\mathbf u$ and $L_\perp$ normal to it. The part of $\mathbf u$ along $\mathbf L$ stays fixed and the rest rotates:

$$C(t)=\langle\mathbf u(0)\cdot\mathbf u(t)\rangle=\left\langle\frac{L_3^2+L_\perp^2\cos(Lt/I)}{L^2}\right\rangle .$$

The quadratic term is $-\langle L_\perp^2\rangle t^2/2I^2$. Since $L_\perp$ has two thermal components, $\langle L_\perp^2\rangle=2IkT$ and $\omega_s^2=2kT/I$. The quartic coefficient is $\langle L_\perp^2L^2\rangle/24I^4$. With $\langle L_\perp^4\rangle=8(IkT)^2$ and $\langle L_3^2\rangle=I_akT$,

$$\kappa=\frac{8(IkT)^2+2IkT\,I_akT}{(2IkT)^2}=2+\frac{I_a}{2I}.$$

A linear rotor ($I_a=0$) has $\kappa=2$ and falls below the Gaussian. A flat top with $I_a=2I$ has $\kappa=3$. Numerical quadrature of the thermal average at $\omega_st=1$ gives 0.576 for the linear rotor and 0.609 for the flat top, against 0.607 for the Gaussian.

**Q:** Real solvent dipoles also push on each other. Can you put numbers on that?

**A:** Take a model shell at 300 K, where $kT=25.85$ meV. A dye with no ground-state dipole acquires 8 D on excitation. Around it, 26 symmetric tops, each with a dipole of 1.0 D, turn on fixed sites of a cubic lattice with spacing 0.51 nm. The dye replaces the central site and its six neighbours, so the nearest solvent dipole is 0.72 nm away. The inertias are $I=1.5$ and $I_a=3.0$ amu nm². The tops interact as point dipoles, with energy $V$.

The gap is $A=\sum_i\mathbf g_i\cdot\mathbf u_i$, where $\mathbf g_i$ is minus the solvent dipole moment times the field of the dye's dipole change at site $i$. Reversing every $\mathbf u_i$ leaves $V$ unchanged and reverses $A$, so $\langle A\rangle=0$. Each $\dot{\mathbf u}_i$ has two components normal to $\mathbf u_i$, each of variance $kT/I$. The general formula becomes

$$\omega_s^2=\frac{kT}{I}\,\frac{\sum_i\langle|\mathbf g_{i,\perp}|^2\rangle}{\langle A^2\rangle},$$

where $\mathbf g_{i,\perp}$ is the part of $\mathbf g_i$ normal to $\mathbf u_i$. Monte Carlo sampling of orientations gives an rms gap of 39.7 meV and an rms gap rate of 77.1 meV/ps. Hence

$$\omega_s\approx\frac{77.1}{39.7}\ \text{ps}^{-1}=1.94\ \text{ps}^{-1},\qquad \frac1{\omega_s}\approx0.52\ \text{ps}=520\ \text{fs}.$$

The unrounded averages give $\omega_s^2=3.76$ ps⁻². Integrating the equations of motion from thermal starting points and reading the curvature from $C(t)$ also gives 3.76 ps⁻². Both values rest on the same finite sample; a lower-noise estimate gives 3.78 ps⁻², so allow about 0.02 ps⁻² for sampling error.

**Q:** How does that compare with free tops?

**A:** One amu nm²/ps² is 10.36 meV, so free tops would have

$$\frac{2kT}{I}=\frac{2\times25.85}{1.5\times10.36}\ \text{ps}^{-2}=3.33\ \text{ps}^{-2}.$$

The coupling raises $\omega_s^2$ by 13 to 14%. The mean-square gap rate is 1.00 times its uncoupled value, while the gap variance is 0.88 times its uncoupled value. The dipoles turn no faster; the gap simply has a smaller range to cross.

**Q:** But a restoring force also speeds up an oscillator. Is the cause velocity or force?

**A:** They are two readings of the identity $\langle\dot A^2\rangle=-\langle A\ddot A\rangle$. To see the second, start from $\mathbf L=I\,\mathbf u\times\dot{\mathbf u}+L_3\mathbf u$ for one top, with torque $\mathbf u\times\mathbf f$ and $\mathbf f=-\partial V/\partial\mathbf u$. Differentiating $\dot{\mathbf u}=\mathbf L\times\mathbf u/I$ gives

$$\ddot{\mathbf u}=\frac{(\mathbf u\times\mathbf f)\times\mathbf u+\mathbf L\times\dot{\mathbf u}}{I}
=\frac{\mathbf f_\perp}{I}-|\dot{\mathbf u}|^2\mathbf u+\frac{L_3}{I}\,\mathbf u\times\dot{\mathbf u}.$$

Insert this in $-\langle A\sum_i\mathbf g_i\cdot\ddot{\mathbf u}_i\rangle$. The last term averages to zero because it is odd in $\dot{\mathbf u}$. In the middle term $|\dot{\mathbf u}_i|^2$ averages to $2kT/I$ and the remaining factors sum to $A^2$. Thus

$$\omega_s^2=\frac{2kT}{I}-\frac{\langle A\sum_i\mathbf g_i\cdot\mathbf f_{i,\perp}\rangle}{I\langle A^2\rangle}.$$

Sampling the torque term gives $+0.46$ ps⁻². The sum, $3.33+0.46=3.79$ ps⁻², agrees with 3.76 ps⁻² to within 1%. The positive sign says that the dipole interactions oppose the polarization pattern that shifts the gap. This is the same fact as the reduced variance.

**Q:** So should the shoulder become faster when I heat the sample?

**A:** It depends on what limits the fluctuations. Consider a planar dipole in a fixed field, with energy $-B\cos\theta$ and $A=\sin\theta$. Since $\dot A=\dot\theta\cos\theta$,

$$\omega_s^2=\frac{kT}{I}\frac{\langle\cos^2\theta\rangle}{\langle\sin^2\theta\rangle}.$$

For $kT\gg B$ the two averages are equal and $\omega_s^2=kT/I$. For $kT\ll B$ the angle is small, $\langle\theta^2\rangle\approx kT/B$, and $\omega_s^2\approx B/I$. The dipole moves faster when hot, but it also swings farther, and the temperature cancels. Evaluating the averages numerically at fixed $B$, doubling $kT$ from $0.01B$ multiplies $\omega_s^2$ by 0.995, while doubling it from $100B$ multiplies it by 2.00. The shell above lies nearer the free limit, since 3.33 of its 3.76 ps⁻² is the free-rotor part.

**Q:** You have described fluctuations. I apply a sudden jump. Why should the two agree?

**A:** At the moment of excitation the solvent still has its ground-state distribution, but the force becomes $-\partial V/\partial q_i-\partial A/\partial q_i$. The mean velocity is zero, so $\bar A$ has no initial slope. Its second derivative is the average of

$$\ddot A=\sum_{ij}v_iv_j\frac{\partial^2A}{\partial q_i\partial q_j}+\sum_i\frac{1}{m_i}\left(-\frac{\partial V}{\partial q_i}-\frac{\partial A}{\partial q_i}\right)\frac{\partial A}{\partial q_i}.$$

Without the new force this average is zero, because the ground-state ensemble would be stationary. What remains is

$$\ddot{\bar A}(0)=-\sum_i\frac{1}{m_i}\left\langle\left(\frac{\partial A}{\partial q_i}\right)^2\right\rangle=-\frac{\langle\dot A^2\rangle}{kT}.$$

This holds for a jump of any size. In your experiment the new force starts the mean motion; the thermal velocities appear because they measure the same sum of squared gradients.

To obtain $S$, divide by the total shift. The excited-state equilibrium carries an extra weight $e^{-A/kT}$. If $A$ has a Gaussian distribution in the ground state, completing the square moves its mean by $-\langle\delta A^2\rangle/kT$. Then $\ddot S(0)=-\langle\dot A^2\rangle/\langle\delta A^2\rangle=-\omega_s^2$, the curvature of $C$.

In the shell, the formula gives an initial gap acceleration of magnitude $77.1^2/25.85\approx230$ meV/ps², and trajectories run with the excited-state forces give 228 meV/ps². The Gaussian estimate of the shift is 61 meV; sampling the excited-state equilibrium gives 59 to 60 meV, depending on the sample. Dividing 230 meV/ps² by this shift gives a curvature of $S$ that is 2 to 3% above that of $C$.

**Q:** How long does the Gaussian last?

**A:** These are the simulated curves for the shell:

| $t$ (ps) | $C$ | Parabola | Gaussian | $S$ |
|---:|---:|---:|---:|---:|
| 0.2 | 0.927 | 0.925 | 0.927 | 0.925 |
| 0.4 | 0.74 | 0.70 | 0.74 | 0.73 |
| 0.6 | 0.50 | 0.32 | 0.51 | 0.48 |
| 0.8 | 0.29 | −0.20 | 0.30 | 0.27 |
| 1.0 | 0.16 | −0.88 | 0.15 | 0.15 |
| 1.2 | 0.11 | −1.71 | 0.07 | 0.13 |
| 1.6 | 0.19 | −3.82 | 0.01 | 0.27 |

Entries from 1.0 ps on vary by about 0.03 between samples. At early times the Gaussian outlasts the parabola because $\kappa$ is between 2.7 and 2.8 in this shell, close to 3. That is a property of these tops, not of the short-time expansion. The agreement near 1 ps also depends on higher terms: the free flat top has $\kappa=3$ exactly, yet at $\omega_st=1.94$ it gives 0.21 against 0.15 for the Gaussian. After about 1.2 ps the Gaussian fails altogether: $C$ rises again.

**Q:** Why would it rise?

**A:** A free top keeps the component of $\mathbf u$ along $\mathbf L$ indefinitely, so its $C$ tends to $\langle L_3^2/L^2\rangle$. For $I_a=2I$, scale each component of $\mathbf L$ by its thermal width. The scaled vector points in a random direction, and if $c$ is the cosine of its angle to the figure axis, the limit is

$$\int_0^1\frac{2c^2}{1+c^2}\,dc=2-\frac{\pi}{2},$$

a little over 0.4. The free top first falls below this limit and then climbs to it: with the shell's inertias, the thermal average gives 0.18 at 1.2 ps and 0.24 at 1.6 ps. The coupled shell may be showing a similar recovery, altered by the torques, but I have not separated the two effects. Its point dipoles exert no torque about a top's own axis, so each $L_3$ stays constant, as in a free top. In a liquid, molecular contacts can change $L_3$, so do not count on seeing this rise in a measured trace.

**Q:** How should I extract $\omega_s$ from data?

**A:** If $\kappa$ is near 3, plot $-\ln S$ against $t^2$ instead of $1-S$. From the expansions, with $C$ standing for either function in linear response,

$$\frac{2(1-C)}{t^2}=\omega_s^2\left(1-\frac{\kappa x^2}{12}+\dots\right),\qquad
-\frac{2\ln C}{t^2}=\omega_s^2\left(1+\frac{(3-\kappa)x^2}{12}+\dots\right).$$

At 0.4 ps the value $C=0.738$ gives 3.28 ps⁻² by the first expression, 13% below the true curvature, and 3.80 ps⁻² by the second, 1% above it. The measured function departs a little further from linear response: $S\approx0.73$ at 0.4 ps gives a value 3 to 5% above $\omega_s^2$ by the second expression. You need time resolution well below $1/\omega_s$ and a reliable end point $\bar A(\infty)$.

**Q:** Could friction spoil the flat start?

**A:** Take a harmonic gap coordinate with friction rate $\gamma$ and a random force uncorrelated in time. For $t>0$, $\ddot C+\gamma\dot C+\omega_s^2C=0$, with $C(0)=1$ and $\dot C(0)=0$. The equation gives $\ddot C(0)=-\omega_s^2$, and its derivative gives $\dddot C(0)=\gamma\omega_s^2$, so

$$C=1-\tfrac12\omega_s^2t^2+\tfrac16\gamma\omega_s^2t^3+\dots$$

The curvature survives, but the cubic term is small only for $\gamma t\ll3$. When $\gamma\gg\omega_s$, the inertial term soon becomes negligible and $\gamma\dot C\approx-\omega_s^2C$, which gives $C\approx e^{-\omega_s^2t/\gamma}$. The flat start is then confined to times of order $1/\gamma$, during which $C$ hardly falls, and you would see an exponential.

**Q:** Which real solvent does your shell resemble?

**A:** The dipole, spacing and inertias are rough values for chloroform, and 8 D is a plausible dipole change for a charge-transfer dye, although such dyes usually have a ground-state dipole too. A liquid does not hold its molecular centres fixed, as the model does. For randomly oriented dipoles of mass 120 amu on the same sites, translation would add 17% to the rotational mean-square gap rate. At unchanged gap variance that raises $\omega_s$ by about 8%; the change in variance was not computed. Dividing the solvent dipole coupling by 2.1, a rough allowance for electronic screening, lowers $\omega_s^2$ to between 3.5 and 3.6 ps⁻². A shell of 74 molecules gives about 3.87 ps⁻², an increase of 2 to 3%, and one of 172 molecules gives about 3.92 ps⁻², an increase near 4%, so the value is still drifting with shell size. The scale of quantum effects on the rotation, $(\hbar\omega_s/kT)^2/12$, is about $2\times10^{-4}$, so the correction to $\omega_s^2$ should be well below 1%. Liquid disorder and the dye's own translation, rotation and vibrations are left out, so 520 fs is a scale for rotational motion in this model, not a prediction for a measured trace.
